Fitting a DFTB repulsive potential as a curvature-constrained spline to force differences, part 1

(Sections cited here and not found follow in the second part.)

**One dimer, one interval**

Atomic units are used throughout. In density-functional tight binding (DFTB) the energy is E = E_el + Σ_{A<B} V(r_AB), where E_el comes from tabulated matrix elements and V is a fitted pair repulsion. For a homonuclear dimer, let f_i be the outward force on one atom at bond length x_i in a reference calculation, minus the same force from E_el. The fit asks that −V′(x_i) ≈ f_i.

Take one cubic piece that vanishes with two derivatives at a cutoff r_c = r_0 + h:

V(r) = a_0 (r_c − r)³/(6h),  −V′ = a_0 w(r),  w = (r_c − r)²/(2h),  V″(r_0) = a_0.

Setting the derivative of Σ_i (a_0 w_i − f_i)² to zero gives a_0 = Σ w_i f_i / Σ w_i². The problem is linear in the curvature a_0. The data contain V′, so the additive constant of V comes from V(r_c) = 0 and not from the fit. If V″ ≥ 0 is demanded, the parabola in a_0 is minimised on a half-line, at max(0, a_0). Finally, a curvature read from two forces a distance h apart, each with independent noise σ, is −(f_2 − f_1)/h with noise √2 σ/h, which grows as knots are refined.

**Basis**

One pair type is treated. Knots are r_j = r_0 + jh, j = 0…n, r_n = r_c, L = nh, and every distance in the data is at least r_0. A cubic spline with two continuous derivatives has a continuous, piecewise linear V″, fixed by a_j = V″(r_j). With a_n = 0, V″ = Σ_{j<n} a_j hat_j, where hat_j is 1 at r_j, 0 at the other knots and linear between. With y_+ = max(y, 0),

hat_j(r) = [(r_{j+1} − r)_+ − 2(r_j − r)_+ + (r_{j−1} − r)_+]/h,

as seen piecewise: it is 0 above r_{j+1}, reaches 1 at r_j, falls to (2h − 2h)/h = 0 at r_{j−1}, and below that the three linear terms cancel. Since d/dr (r_k − r)_+^p = −p (r_k − r)_+^{p−1}, two integrations inward from r_c with V(r_c) = V′(r_c) = 0 give V = Σ a_j U_j,

U_j = [(r_{j+1} − r)_+³ − 2(r_j − r)_+³ + (r_{j−1} − r)_+³]/(6h),
U_j′ = −[(r_{j+1} − r)_+² − 2(r_j − r)_+² + (r_{j−1} − r)_+²]/(2h).

Equivalently −V′(r) = ∫_r^{r_c} V″ ds and V(r) = ∫_r^{r_c} (s − r) V″(s) ds. The three cutoff conditions leave n of the n + 3 spline parameters. The numerical check tests both integrals by quadrature, finds the same V from clamped cubic B-splines with the last three dropped, and finds that the full B-spline force matrix has the single null vector (1, …, 1), the constant function.

**Target and design matrix**

For E_el = 2 Σ_occ ε_i with H c_i = ε_i S c_i and c_iᵀ S c_i = 1, differentiate the eigenvalue equation and multiply from the left by c_iᵀ. The terms in dc_i cancel because c_iᵀ(H − ε_i S) = 0, leaving dε_i = c_iᵀ(dH − ε_i dS)c_i. With P = 2Σ c_i c_iᵀ, W = 2Σ ε_i c_i c_iᵀ, one s orbital per atom and ∂r_AB/∂R_A = (R_A − R_B)/r_AB = e_AB,

F_A^el = −Σ_{B≠A} 2[P_AB H′(r_AB) − W_AB S′(r_AB)] e_AB,

the factor 2 counting the elements AB and BA. The repulsive force is F_A^rep = −Σ_B V′(r_AB) e_AB. Stacking all Cartesian components of all geometries as rows gives

A_{(Ak), j} = −Σ_B U_j′(r_AB) e_AB,k,  b = F^ref − F^el,  minimise ‖A a − b‖².

Both force formulas are tested against finite differences of their energies on a distorted H₄.

**Rank**

A second parametrisation makes the analysis local. V′ is a quadratic spline, V′ = Σ_{k=−1}^{n−2} g_k N_k, where N_k lives on [r_{k−1}, r_{k+2}]. On interval i, with t = (r − r_i)/h,

V′ = g_{i−1} (1 − t)²/2 + g_i (1 + 2t − 2t²)/2 + g_{i+1} t²/2.

Its derivative at t = 0 is (−g_{i−1} + g_i)/h, so a = D g/h with (Dg)_j = g_j − g_{j−1} and g_{n−1} = g_n = 0. D is triangular with nonzero diagonal, so a and g describe the same functions.

For dimer data a null vector is a V′ that vanishes at all data. If three adjacent intervals are empty, one N_k lies wholly in the gap, and g = e_k gives a_k = +1/h, a_{k+1} = −1/h: an up-down pair of curvatures that the data do not see. If an interior gap is two intervals wide and every other interval holds three or more points, a null V′ is a quadratic with three zeros on each populated interval, so its three coefficients vanish there; every N_k touches a populated interval, and the rank is full. At the inner end N_{−1} covers a single interval of the domain, so an empty first interval already loses rank. In the test with n = 20, σ_min/σ_max is 6.5×10⁻³ for two empty intervals and 1.3×10⁻¹⁵ for three, with the predicted null vector.

**Conditioning**

Assume dimer data with one row per dimer (the outward force on one atom; the partner's row repeats it), of uniform density ρ per bohr with many points per interval, so that ‖Aa‖² ≈ ρ∫V′² dr. Integrating products of the three pieces over t gives the element matrix, times 120, with rows (6, 13, 1), (13, 54, 13), (1, 13, 6); for example ∫(1−t)⁴/4 dt = 1/20 = 6/120. Summing over intervals gives ∫V′² dr = h gᵀMg. Interior rows of 120M are (1, 26, 66, 26, 1), from 66 = 6 + 54 + 6 and 26 = 13 + 13, while the first two rows begin (6, 13, 1) and (13, 60, 26, 1). Hence

‖Aa‖²/‖a‖² = ρh³ gᵀMg/‖Dg‖².

The smallest singular value obeys σ_min² = ρh³/μ, with μ the maximum of ‖Dg‖²/gᵀMg; the substitution g = M^{−1/2}u shows that μ is the largest eigenvalue of D M⁻¹ Dᵀ. For g_k = e^{ikθ} and c = cos θ, the interior rows of M act as G = (66 + 52c + 2cos 2θ)/120 = (c² + 13c + 16)/30, using cos 2θ = 2c² − 1, and DᵀD acts as |1 − e^{−iθ}|² = 2 − 2c. Their ratio is

Φ(c) = 60(1 − c)/(c² + 13c + 16).

On [−1, 1] the numerator falls and the positive denominator rises with c, so Φ is largest at c = −1, the sawtooth, where Φ = 120/4 = 30. For vectors with g_{−1} = g_0 = 0, both quadratic forms are averages over θ of 2 − 2c and G weighted by the squared Fourier transform of g, so their ratio is at most 30. That subspace has codimension two, and by the min–max principle at most two eigenvalues exceed 30. At least one does: g_{−1} = 1, g_0 = −1/4, the rest zero, gives ‖Dg‖² = 25/16 + 1/16 = 1.625 and 120 gᵀMg = 6 − 6.5 + 3.75 = 3.25, a ratio of 60. Diagonalisation gives μ = 84.485. For n = 80 the three lowest σ²/(ρh³) of the sampled design matrix are 0.01183, 0.03342 and 0.03368, against 1/μ = 0.01184 and 1/30 = 0.03333, so there is one edge mode below the band. The worst-determined direction is the curvature near r_0, where the spline has neighbours on one side.

The largest singular value belongs to a smooth V″ = q(s), s = r − r_0, for which Σa_j² ≈ ∫q² ds/h. Let u(s) = ∫_s^L q, so that u′ = −q and u(L) = 0. Stationarity of ∫u²/∫u′² = λ gives, after one integration by parts, λu″ = −u with the natural condition u′(0) = 0. The slowest solution is u = cos(πs/2L), with λ = (2L/π)². Thus σ_max² ≈ ρh(2L/π)², and with L = nh

κ_F = σ_max/σ_min ≈ (2/π) √μ n = 0.6366 × 9.192 n = 5.85 n.

The computed values are 231.2 (law 234.1) at n = 40 and 465.4 (law 468.1) at n = 80; the law holds to leading order in 1/n.

For a fit to energies the rows are U_j. Stationarity of ∫V²/∫V″² = λ gives λV⁗ = V with V = V′ = 0 at r_c and the natural conditions V″ = V‴ = 0 at r_0. With λ = (L/β)⁴, the solutions obeying the natural conditions are p(cos x + cosh x) + q(sin x + sinh x), x = βs/L. The two conditions at x = β have determinant (cos β + cosh β)² − (sinh²β − sin²β) = 2 + 2cos β cosh β, whose first zero is β = 1.8751, so σ_max² ≈ ρh(L/β)⁴. In cubic B-spline coefficients a is a second difference divided by h² and ∫V² is h times a Gram form, so σ_min² scales as ρh⁵ and κ_E ∝ n². The values 2.365×10⁴ and 9.582×10⁴ have ratio 4.05.

In g variables κ² = λ_max(M)/λ_min(M). Here λ_max ≤ 1, because M is nonnegative with row sums at most 1, and λ_min is at least the smallest eigenvalue of the element matrix, because gᵀMg is a sum of positive definite element forms that cover every g_k. The condition number is bounded independently of n; it is 6.949 and 6.953 at n = 40 and 80. The singular values of AᵀA are the squares of those of A, so normal equations work with κ². For a consistent energy system at n = 80 the largest rounding error in a, whose entries are of order one, is 5.7×10⁻¹³ Ha/bohr² by QR and 6.9×10⁻⁸ Ha/bohr² by Cholesky factorisation of AᵀA.

**Noise in the curvature**

A better-conditioned basis reduces the rounding errors of the normal equations, but the least-squares V is the same function in every basis, and so is its response to errors in b. For independent noise of variance σ², δa = (AᵀA)⁻¹Aᵀδb has covariance σ²(AᵀA)⁻¹. From AᵀA = ρh³ D⁻ᵀ M D⁻¹,

Cov(a) = σ²/(ρh³) · D M⁻¹ Dᵀ.

Far from both ends D M⁻¹ Dᵀ acts on e^{ijθ} as Φ, so its diagonal is K = ⟨Φ⟩ and its first off-diagonal is K₁ = ⟨cΦ⟩, averaged over θ. Write c² + 13c + 16 = (c + α)(c + β′), with α, β′ = (13 ∓ √105)/2 = 1.3765, 11.6235. Matching residues at the two poles,

(1 − c)/[(c + α)(c + β′)] = P/(c + α) + Q/(c + β′),
P = (1 + α)/(β′ − α) = 0.2319,  Q = (1 + β′)/(α − β′) = −1.2319.

For α = (q + 1/q)/2 with 0 < q < 1, c + α = |1 + q e^{iθ}|²/(2q). The geometric series gives ⟨|1 + q e^{iθ}|⁻²⟩ = Σq^{2m} = 1/(1 − q²), so ⟨1/(c + α)⟩ = 2q/(1 − q²) = (α² − 1)^{−1/2}; also c/(c + α) = 1 − α/(c + α). The two inverse roots are 1.0572 and 0.08635, so

K = 60(0.2452 − 0.1064) = 8.33,
K₁ = 60[0.2319(−0.4552) − 1.2319(−0.0037)] = −6.06.

Interior curvatures have standard deviation σ√(K/(ρh³)), which grows as n^{3/2} for a fixed data set as long as every interval still holds many points, and neighbours have correlation K₁/K = −0.728. A high value tends to be followed by a low one, so independent noise alone makes the curvatures of an unconstrained fit oscillate. For the model L = 2 bohr, n = 20, 200 points and σ = 0.010 Ha/bohr, ρh³ = 100 × 0.001 and the law gives 0.010 × √83.3 = 0.0913 Ha/bohr²; Monte Carlo sampling gives 0.0907 and a correlation of −0.726. In a real fit the error in b is systematic: F^ref − F^el departs from any single smooth pair force across the geometries. The component of that departure orthogonal to the range of A is sent to zero by Aᵀ and stays in the residual; the component in the range passes into a through the same linear map, but K and K₁ do not quantify it.

**Smoothness at the cutoff**

A jump in V itself is invisible to the forces and changes the reported energy by the jump at each crossing. Suppose instead that the p-th derivative, p ≥ 1, is the first to jump, by J, and that a pair crosses r_c with speed v under velocity Verlet with step Δt. Over many steps the momentum change is the trapezoid sum ΔtΣ f(nΔt) of the force. Near the crossing, to first order in J, the path is straight and f = −J[v(t − t_c)]^{p−1}/(p − 1)! after entry. Put s = t/Δt and use the periodic Bernoulli functions, with B̃₁ = s − ⌊s⌋ − 1/2, dB̃₁/ds = 1 − Σ_n δ(s − n), dB̃_k/ds = k B̃_{k−1} and zero mean. Integrating by parts p times,

ΔtΣ f − ∫f dt = −Δt∫ f (dB̃₁/ds) ds = (−1)^{p+1} (Δt/p!) ∫ (d^p f/ds^p) B̃_p ds.

The derivative d^{p−1}f/ds^{p−1} jumps by −J(vΔt)^{p−1}, so d^p f/ds^p contains a delta function at the crossing with that weight. Multiplying the momentum error by v gives, up to a sign fixed by p and by the direction of crossing,

δE = ± J (vΔt)^p B̃_p(φ)/p!,

where φ is the position of the crossing within the step. The smooth stretch between entry and exit is taken to add nothing at this order; that is an assumption here, tested together with the formula. Integrating the Fourier series of B̃₁ gives B̃_p = −p! Σ_{k≠0} e^{2πiks}/(2πik)^p. Its mean square is (p!)² Σ_{k≠0}(2πk)^{−2p}, and the same series for B̃_{2p} at s = 0 gives |B_{2p}| = (2p)! Σ_{k≠0}(2πk)^{−2p}. For entry plus exit with independent uniform phases the variances add:

δE_rms = J (vΔt)^p √(2|B_{2p}|/(2p)!).

With B₂ = 1/6, B₄ = −1/30 and B₆ = 1/42 the prefactors are 0.40825, 0.05270 and 0.00813. Verlet trajectories reflected from V = J(r_c − r)^p/p!, with J, mass and v equal to 1 and Δt near 0.02, give 0.40166, 0.05281 and 0.00819. A cubic spline has jumps of V‴ at interior knots, where the same local argument gives p = 3. Setting V = V′ = V″ = 0 at r_c puts the cutoff at that order, and V‴(r_c) = 0 would not raise the order of the whole.

This part has set up the linear spline fit of V to forces and established its rank conditions, its conditioning, the noise in its curvatures and the effect of derivative jumps at the cutoff. What remains is to constrain the curvatures, set out the fitting procedure and test it on H–H.
